# Pairwise instability of wet elastic line arrays at conserved gap liquid, part 1

(Sections cited here and not found follow in the second part.)

## The balanced array and its first unstable mode

Take a grating of polymer lines 20 nm wide, separated by 20 nm gaps that hold water to a height of 57 nm. The water loads the lines with a strength \(\gamma\cos\theta=36.0\) mN/m, where \(\gamma\) is its surface tension and \(\theta\) its contact angle. In the model developed here, a displacement pattern that repeats every three lines would need 37.8 mN/m to grow, and one that repeats every four lines would need 56.6 mN/m. A pattern in which neighbours move in opposite directions needs 28.3 mN/m. In this slender-line model, the same water therefore leaves the grating stable against the first two patterns and unstable against the third. For lines this stubby, the corrections discussed at the end lower all three thresholds below the load, but the alternating pattern still has the lowest one. Yet in the undisturbed grating every line is pulled equally from both sides, so the net force on it is zero. What has to be explained is how balanced forces can destabilise the lines, and why the alternating pattern comes first.

Let the lines be numbered by \(j\), clamped at their feet \(z=0\), and of height \(H\). Each has thickness \(w\), and the undisturbed gaps have width \(s\). The lines are long and remain straight along their length, so all energies and forces are taken per unit length. A line can then bend only in the cross-sectional plane, with stiffness

\[
D=\frac{E}{1-\nu^2}\,\frac{w^3}{12},
\]

where \(E\) is Young's modulus and \(\nu\) is Poisson's ratio. The factor \(1-\nu^2\) appears because a long line cannot contract freely along its length. If \(y_j(z)\) is the sideways deflection of line \(j\), the gap to its right has width \(s+g_j(z)\), with

\[
g_j(z)=y_{j+1}(z)-y_j(z).
\]

The liquid reaches the height \(h<H\) in every undisturbed gap. Its meniscus can slide on the walls without hysteresis, and \(\theta<90^\circ\). One further assumption decides whether a threshold exists at all: each gap keeps its own cross-sectional area of liquid while the lines move. Liquid flows neither into another gap nor along the trench. The second half removes this restriction.

Rigid parallel walls show how the liquid energy depends on the gap. Wetting a unit area of wall changes the surface energy by \(-\gamma\cos\theta\), by Young's law. For a gap of width \(d\), let the meniscus be a circular arc of half-angle \(\alpha\). Its radius is \(d/(2\sin\alpha)\), its length is \(d\alpha/\sin\alpha\), and the segment between the arc and its chord has area \(d^2S(\alpha)\), with

\[
S(\alpha)=\frac{\alpha-\sin\alpha\cos\alpha}{4\sin^2\alpha}.
\]

The meniscus hangs below the contact lines, so the liquid area is \(A=hd-d^2S\), which gives \(h=A/d+dS\). The energy of the two walls and the meniscus is

\[
U=\gamma d\,\frac{\alpha}{\sin\alpha}-2\gamma\cos\theta\left(\frac Ad+dS\right).
\]

The arc must minimise \(U\) at fixed \(d\) and \(A\). Differentiation gives

\[
\frac{d}{d\alpha}\frac{\alpha}{\sin\alpha}=\frac{\sin\alpha-\alpha\cos\alpha}{\sin^2\alpha},
\qquad
\frac{dS}{d\alpha}=\frac{\sin\alpha-\alpha\cos\alpha}{2\sin^3\alpha},
\]

and therefore

\[
\frac{\partial U}{\partial\alpha}=\gamma d\,\frac{\sin\alpha-\alpha\cos\alpha}{\sin^2\alpha}\left(1-\frac{\cos\theta}{\sin\alpha}\right).
\]

This vanishes at \(\sin\alpha=\cos\theta\), that is, at \(\alpha=\pi/2-\theta\), whatever the width \(d\). With \(\alpha\) fixed in this way, the arc and segment terms in \(U\) are linear in \(d\). They contribute to the force but not to its rate of change, and

\[
U''(d)=-\frac{4\gamma\cos\theta\,A}{d^3}.
\]

The negative sign is the source of the instability. When a gap narrows, its walls attract each other more strongly. A line midway between two neighbours feels no net force, but if it moves to the right, the pull from the right grows and the pull from the left weakens. Balance removes the first-order change of the energy and leaves this second-order one.

Now let the walls bend. The lines are taken to be slender, with \(s\) and \(w\) much smaller than \(h\). To leading order the meniscus energy and the segment area can then be dropped, so \(A=sh\), and the liquid energy of gap \(j\) is \(-2\gamma\cos\theta\,h_j\). The omitted terms change the threshold by a relative amount of order \(s/h\), which is worked out later. The disturbed height \(h_j=h+\eta_j\) follows from conservation of area:

\[
\int_0^{h+\eta_j}(s+g_j)\,dz=sh.
\]

Define \(G_j=\int_0^h g_j\,dz\). Between \(h\) and \(h+\eta_j\) the integral of \(g_j\) is \(g_j(h)\eta_j\), up to terms of third order in the displacement. The condition becomes

\[
s\eta_j+G_j+g_j(h)\eta_j=0 .
\]

At first order, \(\eta_j=-G_j/s\). Inserting this in the last term gives the second-order part of the height, and together

\[
\eta_j=-\frac{G_j}{s}+\frac{g_j(h)G_j}{s^2}.
\]

The liquid energy of the gap therefore changes by

\[
\Delta\Gamma_j=\frac{2\gamma\cos\theta}{s}\,G_j-\frac{2\gamma\cos\theta}{s^2}\,g_j(h)\,G_j .
\]

The coefficient in the first term is the capillary suction

\[
P=\frac{2\gamma\cos\theta}{s}.
\]

In a ring of lines, \(\sum_jG_j=0\), because every \(y_j\) enters once with a plus sign and once with a minus sign. The first-order energy cancels for every value of \(\gamma\), which expresses the force balance. Stability rests on the second term.

That term has a direct mechanical reading. Its variation with respect to \(g_j\) contains a uniform pressure proportional to \(g_j(h)\) and a force at height \(h\) proportional to \(G_j\). The first arises because the suction is set by the gap width at the meniscus, and changes by \(-Pg_j(h)/s\). The second arises because the liquid rises by \(-G_j/s\) and applies the suction \(P\) to a newly wetted strip of wall. For rigid parallel walls \(G_j=hg_j\), and the second-order energy becomes \(-2\gamma\cos\theta\,hg_j^2/s^2\). This is \(\tfrac12U''g_j^2\) with \(A=sh\), in agreement with the previous result.

The bending energy of a line is \(\tfrac12D\int_0^h(y_j'')^2dz\). The part above the liquid carries no load and stays straight, so it stores no energy. Since the array is periodic, its normal displacements have the form

\[
y_j(z)=\mathrm{Re}\left[a\,\varphi(z)e^{iqj}\right],
\]

where \(q\) is the phase advance per line. The shape \(\varphi\) may be taken as real: the quadratic form has real symmetric coefficients, so the real and imaginary parts of a complex shape contribute separately. Each gap change carries the factor \(e^{iq}-1\), for which

\[
|e^{iq}-1|^2=2-2\cos q=4\sin^2\frac q2 .
\]

Averaging over the lines multiplies the bending and liquid terms by the same number, which is \(\tfrac12\) for general \(q\) and 1 for \(q=\pi\) with real \(a\). This common factor does not affect the threshold. With \(\Phi=\int_0^h\varphi\,dz\), the energy per line is proportional to

\[
\frac D2\int_0^h(\varphi'')^2dz-\frac{8\gamma\cos\theta}{s^2}\sin^2\frac q2\;\varphi(h)\,\Phi .
\]

The uniform state is marginal when the smallest value of this expression, taken over all shapes of given bending energy, reaches zero:

\[
D\int_0^h(\varphi'')^2dz=\frac{16\gamma\cos\theta}{s^2}\sin^2\frac q2\;\varphi(h)\,\Phi .
\]

The phase \(q\) has separated from the shape. Whatever shape is most dangerous, the liquid term is largest when \(\sin^2(q/2)\) is largest.

To find the threshold itself, the product \(\varphi(h)\Phi\) must be maximised at given \(\int(\varphi'')^2dz\). Clamping requires \(\varphi(0)=\varphi'(0)=0\). Integration by parts then expresses both factors through the curvature:

\[
\int_0^h(h-z)\varphi''\,dz=\int_0^h\varphi'\,dz=\varphi(h),
\]

\[
\int_0^h\frac{(h-z)^2}{2}\varphi''\,dz=\int_0^h(h-z)\varphi'\,dz=\Phi .
\]

The boundary terms vanish at \(z=h\) because of the factors \(h-z\), and at \(z=0\) because of the clamping. The functions \(m_1=h-z\) and \(m_2=(h-z)^2/2\) are the bending moments of a unit force at height \(h\) and of a unit uniform load. Their overlaps are

\[
C_{11}=\int_0^hm_1^2dz=\frac{h^3}{3},\qquad
C_{12}=\int_0^hm_1m_2dz=\frac{h^4}{8},\qquad
C_{22}=\int_0^hm_2^2dz=\frac{h^5}{20}.
\]

For any number \(t>0\), the identity \(4uv=(u+v)^2-(u-v)^2\), with \(u=t\varphi(h)\) and \(v=\Phi/t\), gives

\[
\varphi(h)\Phi\le\frac14\left[t\varphi(h)+\frac{\Phi}{t}\right]^2
=\frac14\left[\int_0^h\varphi''\left(tm_1+\frac{m_2}{t}\right)dz\right]^2 .
\]

The Cauchy–Schwarz inequality bounds the last integral, so that

\[
\varphi(h)\Phi\le\frac14\left(t^2C_{11}+2C_{12}+\frac{C_{22}}{t^2}\right)\int_0^h(\varphi'')^2dz .
\]

The bracket is smallest at \(t^2=\sqrt{C_{22}/C_{11}}\), where its first and third terms both equal \(\sqrt{C_{11}C_{22}}=h^4/\sqrt{60}\). Hence

\[
\varphi(h)\Phi\le\kappa h^4\int_0^h(\varphi'')^2dz,\qquad
\kappa=\frac12\left(\frac18+\frac1{\sqrt{60}}\right)=0.12705 .
\]

The bound is attained. Equality in the second inequality requires \(\varphi''\propto tm_1+m_2/t\). This shape has \(\varphi(h)\propto tC_{11}+C_{12}/t\) and \(\Phi\propto tC_{12}+C_{22}/t\). Since \(C_{22}=t^4C_{11}\), the second expression is \(t^2\) times the first, so \(t\varphi(h)=\Phi/t\), which is what equality in the first inequality requires. The critical shape therefore satisfies

\[
\frac{\Phi}{h\,\varphi(h)}=\frac{t^2}{h}=\sqrt{\frac3{20}}=0.3873 .
\]

Inserting the maximum in the marginal condition gives the threshold for each phase:

\[
(\gamma\cos\theta)_q=\frac{D s^2}{16\kappa h^4\sin^2(q/2)} .
\]

It is lowest at \(q=\pi\), where \(e^{iqj}=(-1)^j\). The first unstable displacement is thus

\[
y_j(z)=(-1)^ja\,\varphi(z),\qquad
(\gamma\cos\theta)_c=\frac{Ds^2}{16\kappa h^4}.
\]

The gap changes are \(g_j=-2(-1)^ja\varphi\), so narrow and wide gaps alternate and the lines approach each other in pairs. There are two equivalent pairings, related by the sign of \(a\). As \(q\to0\), neighbouring lines move almost together, their gaps hardly change, and the threshold grows as \(4/q^2\) relative to its value at \(q=\pi\). Three-line and four-line patterns have \(q=2\pi/3\) and \(q=\pi/2\), with \(\sin^2(q/2)=3/4\) and \(1/2\). Their thresholds are 4/3 and 2 times the lowest one, which accounts for the sequence 28.3, 37.8 and 56.6 mN/m.

The result can be tested without assuming a Fourier pattern or expanding the liquid energy by hand. For a ring of eight lines, each deflection was written as a combination of \(z^2\), \(z^3\) and \(z^4\), which contains the critical shape. The area condition was solved numerically in every gap, and the second derivatives of the liquid energy were taken by finite differences; those of the bending energy are known exactly. In terms of the scaled load

\[
\Lambda=\frac{\gamma\cos\theta\,h^4}{Ds^2},
\]

the first instability appeared at \(\Lambda=0.49193\), equal to \(1/(16\kappa)\) in all printed digits. The tip displacements of its mode were \(1,-1,1,-1,1,-1,1,-1\).

With the liquid area of each gap conserved, balanced slender lines first become unstable in the alternating pattern, at \(\gamma\cos\theta=Ds^2/(16\kappa h^4)\). Still to be treated are finite arrays, the motion beyond threshold, liquid that flows between or along the gaps, and the corrections for stubby resist lines.

All numerical values are calculated from the stated model.
